# The Generalised Brillouin Condition as Hermiticity of the Generalised Fock Matrix

## 1. Definitions and conventions

Let $\phi_1,\dots,\phi_K$ be orthonormal spin orbitals with creation and annihilation operators obeying $\{a_p,a_q^\dagger\}=\delta_{pq}$ and $\{a_p,a_q\}=0$. The Hamiltonian is

$$H=\sum_{pq}h_{pq}\,a_p^\dagger a_q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle\,a_p^\dagger a_q^\dagger a_s a_r. \tag{1}$$

In $\langle pq|rs\rangle$ the orbitals $p$ and $r$ belong to electron 1, $q$ and $s$ to electron 2. Exchanging the electron labels, and the Hermiticity of the one- and two-electron operators that define the integrals, give

$$h_{pq}=h_{qp}^*,\qquad \langle pq|rs\rangle=\langle qp|sr\rangle=\langle rs|pq\rangle^*. \tag{2}$$

For a normalised $N$-electron state $\Psi$, with $\langle X\rangle=\langle\Psi|X|\Psi\rangle$, the one- and two-particle reduced density matrices (RDMs) are

$$\gamma_{pq}=\langle a_p^\dagger a_q\rangle,\qquad \Gamma_{pqrs}=\langle a_p^\dagger a_q^\dagger a_s a_r\rangle, \tag{3}$$

so that the energy is

$$E=\sum_{pq}h_{pq}\gamma_{pq}+\tfrac12\sum_{pqrs}\langle pq|rs\rangle\Gamma_{pqrs}. \tag{4}$$

The generalised Fock matrix is defined by

$$F_{mn}=\sum_q h_{nq}\gamma_{mq}+\sum_{qrs}\langle nq|rs\rangle\,\Gamma_{mqrs}. \tag{5}$$

The result to be proved is that three statements are equivalent:

1. $\langle[a_m^\dagger a_n,H]\rangle=0$ for all $m,n$.
2. The energy is stationary under every unitary rotation of the orbitals among themselves. This is the generalised Brillouin condition.
3. $F=F^\dagger$. For real integrals and real RDMs this means that $F$ is symmetric.

Energies are in hartree, $E_h$.

## 2. Orbital rotations and commutators

Take an anti-Hermitian matrix, $\kappa_{mn}^*=-\kappa_{nm}$, and the operator $\hat\kappa=\sum_{mn}\kappa_{mn}a_m^\dagger a_n$. Since $(a_m^\dagger a_n)^\dagger=a_n^\dagger a_m$, we have $\hat\kappa^\dagger=-\hat\kappa$, and $e^{\lambda\hat\kappa}$ is unitary for real $\lambda$.

This operator rotates orbitals. From $[\hat\kappa,a_q^\dagger]=\sum_p a_p^\dagger\kappa_{pq}$, the operators $a_q^\dagger(\lambda)=e^{\lambda\hat\kappa}a_q^\dagger e^{-\lambda\hat\kappa}$ satisfy $da_q^\dagger(\lambda)/d\lambda=\sum_p a_p^\dagger(\lambda)\kappa_{pq}$, whose solution is

$$a_q^\dagger(\lambda)=\sum_p a_p^\dagger U_{pq},\qquad U=e^{\lambda\kappa}. \tag{6}$$

The vacuum is unchanged because $\hat\kappa|0\rangle=0$. Thus $e^{\lambda\hat\kappa}\Psi$ has the same expansion coefficients as $\Psi$, but in the orbitals $\phi_q(\lambda)=\sum_p\phi_pU_{pq}$. Its energy is $E(\lambda)=\langle e^{-\lambda\hat\kappa}He^{\lambda\hat\kappa}\rangle$, and differentiation at $\lambda=0$ gives

$$\frac{dE}{d\lambda}=\langle H\hat\kappa-\hat\kappa H\rangle=-\sum_{mn}\kappa_{mn}\langle[a_m^\dagger a_n,H]\rangle. \tag{7}$$

Moving $\hat\kappa$ to the left in the second term, $\langle\hat\kappa H\rangle=-\langle\hat\kappa\Psi|H\Psi\rangle$, gives an equivalent form:

$$\frac{dE}{d\lambda}=2\,\mathrm{Re}\,\langle H\Psi|\hat\kappa\Psi\rangle. \tag{8}$$

Stationarity therefore restricts $H\Psi$ only along the directions $\hat\kappa\Psi$ that one-body rotations can reach.

## 3. The commutator in terms of the RDMs

First commute a single annihilation operator with $H$. For the one-body part,

$$a_na_p^\dagger a_q=\delta_{np}a_q-a_p^\dagger a_na_q=\delta_{np}a_q+a_p^\dagger a_qa_n,$$

so $[a_n,a_p^\dagger a_q]=\delta_{np}a_q$. For the two-body part, moving $a_n$ past the two creation operators gives

$$a_na_p^\dagger a_q^\dagger a_sa_r=\delta_{np}a_q^\dagger a_sa_r-\delta_{nq}a_p^\dagger a_sa_r+a_p^\dagger a_q^\dagger a_na_sa_r.$$

In the last term $a_n$ passes two annihilation operators, with two sign changes, and the term becomes $a_p^\dagger a_q^\dagger a_sa_ra_n$. The commutator is what remains:

$$[a_n,a_p^\dagger a_q^\dagger a_sa_r]=\delta_{np}a_q^\dagger a_sa_r-\delta_{nq}a_p^\dagger a_sa_r.$$

Multiply by $\tfrac12\langle pq|rs\rangle$ and sum. The second term is $-\tfrac12\sum_{prs}\langle pn|rs\rangle a_p^\dagger a_sa_r$. By (2), $\langle pn|rs\rangle=\langle np|sr\rangle$; exchanging the names $r$ and $s$ turns the term into $-\tfrac12\sum_{prs}\langle np|rs\rangle a_p^\dagger a_ra_s$, and $a_ra_s=-a_sa_r$ makes it equal to the first term. Hence

$$[a_n,H]=\sum_qh_{nq}a_q+\sum_{qrs}\langle nq|rs\rangle a_q^\dagger a_sa_r. \tag{9}$$

Multiplying from the left by $a_m^\dagger$, taking the expectation value and comparing with (3) and (5) yields

$$F_{mn}=\langle a_m^\dagger[a_n,H]\rangle. \tag{10}$$

The product rule for commutators now gives

$$\langle[a_m^\dagger a_n,H]\rangle=\langle a_m^\dagger[a_n,H]\rangle+\langle[a_m^\dagger,H]a_n\rangle. \tag{11}$$

The first term is $F_{mn}$. For the second, $H=H^\dagger$ implies $([a_m,H])^\dagger=Ha_m^\dagger-a_m^\dagger H=-[a_m^\dagger,H]$, so

$$\langle[a_m^\dagger,H]a_n\rangle=-\big\langle\big(a_n^\dagger[a_m,H]\big)^\dagger\big\rangle=-F_{nm}^*.$$

Therefore

$$\langle[a_m^\dagger a_n,H]\rangle=F_{mn}-F_{nm}^*\equiv A_{mn},\qquad A=F-F^\dagger. \tag{12}$$

This is an identity for any normalised state. Although $H$ contains two-body operators, its commutator with a one-body operator contains no three-body operator, so the 1- and 2-RDM suffice.

## 4. Equivalence of the three statements

Statements 1 and 3 are equivalent by (12). Inserting (12) in (7),

$$\frac{dE}{d\lambda}=-\sum_{mn}\kappa_{mn}A_{mn}. \tag{13}$$

If $A=0$, the derivative vanishes for every $\kappa$. For the converse, the elements of $\kappa$ are not independent, so a definite allowed choice is needed. Since $A^\dagger=-A$, the matrix $\kappa=A^*$ satisfies $\kappa^\dagger=A^T=-A^*=-\kappa$ and is allowed. It gives

$$\frac{dE}{d\lambda}=-\sum_{mn}|A_{mn}|^2. \tag{14}$$

If the energy is stationary under all rotations, this must vanish, hence $A=0$. Equation (14) also shows that $\kappa=A^*$ is a direction of descent whenever $F$ is not Hermitian.

Three limits of the statement matter in use. The condition is of first order, so a maximum or a saddle point satisfies it as well as a minimum. It concerns rotations within the chosen $K$ orbitals and says nothing about functions outside their span. And it is necessary for an eigenstate, since $H\Psi=E\Psi$ makes every commutator expectation vanish, but it is not sufficient: by (8), $H\Psi$ may still have components that no $\hat\kappa\Psi$ reaches. Section 8 gives explicit cases.

## 5. Symmetry or Hermiticity

If the integrals and the coefficients of $\Psi$ are real, $F$ is real and (12) reads $A_{mn}=F_{mn}-F_{nm}$. The diagonal vanishes identically, leaving $K(K-1)/2$ conditions $F_{mn}=F_{nm}$. Real rotations are enough to obtain them, because the choice $\kappa=A^*$ is then real. Moreover $\langle a_m^\dagger a_nH\rangle=\langle Ha_n^\dagger a_m\rangle^*=\langle Ha_n^\dagger a_m\rangle$, so

$$A_{mn}=\langle\Psi|H(a_n^\dagger a_m-a_m^\dagger a_n)|\Psi\rangle. \tag{15}$$

For complex quantities symmetry is the wrong requirement. In the numerical check, the ground state of a random complex Hamiltonian with five spin orbitals and three electrons has a Hermitian $F$ to within $10^{-9}\,E_h$, whereas the Frobenius norm of $F-F^T$ is about $5.17\,E_h$.

## 6. A single determinant

Let $\Phi$ be a determinant with occupied orbitals $i,j$ and virtual orbitals $b$. Its nonzero RDM elements have all indices occupied:

$$\gamma_{ij}=\delta_{ij},\qquad \Gamma_{ijkl}=\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}.$$

Inserting these in (5) gives, for occupied $i$ and any $n$,

$$F_{in}=h_{ni}+\sum_j\big(\langle nj|ij\rangle-\langle nj|ji\rangle\big)=f_{ni}, \tag{16}$$

where $f$ is the ordinary Fock matrix. The rows of $F$ with a virtual first index vanish, because every RDM element with such an index does.

Since $f$ is Hermitian, the occupied–occupied block of $A$ is zero; the virtual–virtual block is zero too. What remains is $A_{ib}=F_{ib}-F_{bi}^*=f_{bi}$. Evaluated directly, $A_{ib}=\langle a_i^\dagger a_bH\rangle-\langle Ha_i^\dagger a_b\rangle$, and the second term vanishes because $a_b\Phi=0$. With $\Phi_i^b=a_b^\dagger a_i\Phi$,

$$A_{ib}=f_{bi}=\langle\Phi_i^b|H|\Phi\rangle. \tag{17}$$

For a determinant the condition is thus Brillouin's theorem: at a Hartree–Fock stationary point, $H$ does not couple the determinant to its single excitations. For a correlated state, (15) shows that the condition constrains a difference of two matrix elements, not each one separately.

## 7. Density matrices without a wavefunction

In a variational 2-RDM calculation $\gamma$ and $\Gamma$ may belong to no $N$-electron state. The gradient formula survives. Assume only that $\gamma$ is Hermitian and that $\Gamma_{pqrs}=\Gamma_{qpsr}=\Gamma_{rspq}^*$. Hold both arrays fixed in (4) and rotate the orbitals in the integrals, with $d\phi_r/d\lambda=\sum_t\phi_t\kappa_{tr}$ at $\lambda=0$.

Varying the right-hand orbitals of the integrals gives

$$X=\sum_{tr}\kappa_{tr}\Big[\sum_ph_{pt}\gamma_{pr}+\sum_{pqs}\langle pq|ts\rangle\Gamma_{pqrs}\Big].$$

The factor $\tfrac12$ has gone because the variations of $r$ and $s$ contribute equally by exchange symmetry. Varying the left-hand orbitals gives $X^*$, by Hermiticity. The complex conjugate of the bracket is $\sum_ph_{tp}\gamma_{rp}+\sum_{pqs}\langle ts|pq\rangle\Gamma_{rspq}=F_{rt}$. So, using $\kappa_{tr}^*=-\kappa_{rt}$,

$$\frac{dE}{d\lambda}=X+X^*=\sum_{tr}\big(\kappa_{tr}F_{rt}^*-\kappa_{rt}F_{rt}\big)=-\sum_{mn}\kappa_{mn}(F_{mn}-F_{nm}^*), \tag{18}$$

which is (13) again.

Now let the energy be minimised over a set of 2-RDMs that orbital rotations map onto itself. Rotating the integrals at fixed RDMs gives the same energy as rotating the RDMs at fixed integrals, so the whole path $E(\lambda)$ belongs to allowed RDMs. At the minimiser the path has a minimum at $\lambda=0$, its derivative vanishes for every $\kappa$, and $F=F^\dagger$. If the set is not invariant, for example when some orbitals are frozen as doubly occupied, this argument does not cover the rotations that leave the set, and the orbitals must be optimised separately.

Hermiticity of $F$ is therefore no evidence of $N$-representability. The numerical check keeps just three constraints on $\Gamma$: antisymmetry, the trace $N(N-1)$, and positivity as a matrix in pair indices. All three are rotation invariant. With $\gamma_{pr}=\sum_q\Gamma_{pqrq}/(N-1)$ the energy is linear in $\Gamma$: $E=\tfrac12\sum_{pqrs}M_{pq,rs}\Gamma_{pqrs}$ with $M_{pq,rs}=\langle pq|rs\rangle+(h_{pr}\delta_{qs}+\delta_{pr}h_{qs})/(N-1)$. A positive antisymmetric $\Gamma$ is a sum of terms $n_k\,g^{(k)*}_{pq}g^{(k)}_{rs}$ with normalised antisymmetric pair functions $g^{(k)}$, weights $n_k\ge0$ and $\sum_kn_k=N(N-1)$. The energy is then $\tfrac12\sum_kn_k\,g^{(k)\dagger}Mg^{(k)}$, and its minimum is $\tfrac12N(N-1)$ times the lowest eigenvalue of $M$ on antisymmetric pair functions. For the complex Hamiltonian of Section 5 this minimum is $-10.21\,E_h$, below the exact ground-state energy of $-6.11\,E_h$. No three-electron state can give it, yet its $F$ is Hermitian to within $10^{-9}\,E_h$.

## 8. Two electrons on two sites

**Spin summation.** For a spin-free Hamiltonian, let $p,q,\dots$ denote spatial orbitals and replace $a_m^\dagger a_n$ by $E_{mn}=\sum_\sigma a_{m\sigma}^\dagger a_{n\sigma}$. Summing (10)–(12) over spin leaves (5) and (12) unchanged in form, with $\gamma_{pq}=\langle E_{pq}\rangle$ and $\Gamma_{pqrs}=\sum_{\sigma\tau}\langle a_{p\sigma}^\dagger a_{q\tau}^\dagger a_{s\tau}a_{r\sigma}\rangle$. For a singlet no condition is lost: the remaining one-body operators are triplet operators, their commutators with $H$ are too, and a triplet operator has zero expectation value in a singlet.

**Model.** Two sites have energies $-\Delta$ and $+\Delta$, hopping element $-t$ and on-site repulsion $U$, with $\Delta=0.1$, $t=0.2$ and $U=0.5\,E_h$. The orbitals are $\phi_1=(\cos\theta,\sin\theta)$ and $\phi_2=(-\sin\theta,\cos\theta)$. The one-electron elements are

$$h_{11}=-h_{22}=-\Delta\cos2\theta-t\sin2\theta,\qquad h_{12}=\Delta\sin2\theta-t\cos2\theta. \tag{19}$$

The two-electron integrals are $U$ times the sum over sites of the product of the four orbital amplitudes:

$$J=\langle11|11\rangle=\langle22|22\rangle=U\big(1-\tfrac12\sin^22\theta\big),\qquad K_x=\langle11|22\rangle=\tfrac12U\sin^22\theta,$$

$$w=\langle12|22\rangle=-\langle11|12\rangle=\tfrac14U\sin4\theta. \tag{20}$$

The trial state is $\Psi=c_1|\phi_1^2\rangle+c_2|\phi_2^2\rangle$, with $|\phi_p^2\rangle=a_{p\uparrow}^\dagger a_{p\downarrow}^\dagger|0\rangle$ and $c_1^2+c_2^2=1$. Electrons are removed and restored in pairs, with two spin orders, so

$$\gamma_{pq}=2c_p^2\delta_{pq},\qquad \Gamma_{pqrs}=2c_pc_r\delta_{pq}\delta_{rs}. \tag{21}$$

From (5), $F_{mn}=2c_m^2h_{nm}+2c_m\sum_rc_r\langle nm|rr\rangle$, that is

$$F_{12}=2c_1[c_1h_{12}-(c_1-c_2)w],\qquad F_{21}=2c_2[c_2h_{12}-(c_1-c_2)w], \tag{22}$$

$$A_{12}=F_{12}-F_{21}=2(c_1-c_2)\big[(c_1+c_2)h_{12}-(c_1-c_2)w\big]. \tag{23}$$

Increasing $\theta$ changes $\phi_1$ by $+\phi_2\,d\theta$ and $\phi_2$ by $-\phi_1\,d\theta$, so $\kappa_{21}=1$, $\kappa_{12}=-1$, and (13) gives $dE/d\theta=2A_{12}$. At $c_1=c_2$, $A_{12}$ vanishes for every $\theta$: the rotation leaves the state unchanged, and a symmetric $F$ carries no information about the orbitals.

**Hartree–Fock.** With $c_1=1$, $c_2=0$ the state is a closed-shell (restricted) determinant, and symmetry requires $h_{12}=w$. Since $dE/d\theta=2A_{12}$ and $E(\theta)$ is periodic, this equation is satisfied at the maximum of $E(\theta)$ as well as at its minimum. The root between $0$ and $45^\circ$, the minimum along $\theta$, is $\theta=38.65^\circ$, where $h_{12}=w=0.0536$, $h_{11}=-0.2171$, $J=0.2621$ and $K_x=0.2379\,E_h$. The energy is $2h_{11}+J=-0.1721\,E_h$. Among all determinants this point is a saddle: rotating the up- and down-spin orbitals to $\theta\pm\delta$ lowers the energy at second order, with $d^2E/d\delta^2=-0.26\,E_h$ per radian squared, while every first derivative vanishes. Although $F$ is symmetric, the state is far from an eigenstate. Single excitations are absent from $H\Psi$ by (17), but the double excitation has amplitude $K_x$, so $\|(H-E)\Psi\|=0.2379\,E_h$.

**Pair mixing in the same orbitals.** In the basis $|\phi_1^2\rangle,|\phi_2^2\rangle$ the Hamiltonian has diagonal elements $J\pm2h_{11}$ and off-diagonal element $K_x$. Its lower eigenvalue is

$$E=J-\sqrt{4h_{11}^2+K_x^2}=0.2621-0.4951=-0.2330\,E_h,$$

with $c_1=0.9688$ and $c_2=-0.2480$. Since $h_{12}=w$ still holds, (23) reduces to

$$A_{12}=4c_2(c_1-c_2)w=4(-0.2480)(1.2168)(0.0536)=-0.0647\,E_h.$$

Correlation has destroyed the symmetry of $F$: $F_{12}=-0.0258$ and $F_{21}=0.0389\,E_h$. The negative $c_2$ weakens the one-electron term in (23) and strengthens the repulsion term, upsetting the mean-field balance. The slope $dE/d\theta=2A_{12}=-0.1294\,E_h$ per radian agrees with a finite difference of the energy, and its sign says that $\theta$ should grow, towards equal sharing of the sites at $45^\circ$.

The residual can be read from $A_{12}$. Let $S$ be the normalised open-shell singlet, so that $E_{21}|\phi_1^2\rangle=E_{12}|\phi_2^2\rangle=\sqrt2\,S$. Then $(E_{21}-E_{12})\Psi=\sqrt2(c_1-c_2)S$, and (15) gives

$$\langle S|H\Psi\rangle=\frac{A_{12}}{\sqrt2\,(c_1-c_2)}=\frac{-0.0647}{1.7208}=-0.0376\,E_h. \tag{24}$$

Its magnitude is the whole residual, $0.0376\,E_h$, because the pair problem has been solved.

**Orbitals re-optimised at fixed coefficients.** Now $(c_1+c_2)h_{12}=(c_1-c_2)w$ is required. It holds at $\theta=40.39^\circ$, where $h_{12}=0.0667$ and $w=0.0395\,E_h$: the two sides are $0.7207\times0.0667$ and $1.2168\times0.0395$, both $0.0481\,E_h$. Substituting the condition in (22) gives

$$F_{12}=F_{21}=-2c_1c_2h_{12}=0.0321\,E_h.$$

The energy falls by $0.0020\,E_h$ to $-0.2350\,E_h$. The component along $S$ is now zero by (24), but a residual of $0.0085\,E_h$ remains. It lies in the pair space, since $c_1$ and $c_2$ are no longer optimal for the new orbitals. This is a correlated state with symmetric $F$ that is not an eigenstate.

**Full optimisation.** Requiring symmetry of $F$ and the pair eigenvalue equation together, with the lower eigenvalue and $\theta$ between $0$ and $45^\circ$, gives $\theta=40.46^\circ$, $c_1=0.9665$, $c_2=-0.2567$ and $F_{12}=F_{21}=0.0333\,E_h$. The energy falls by a further $0.00008\,E_h$ to $-0.2351\,E_h$ ($-6.397$ eV), in agreement with exact diagonalisation. Here the two conditions together imply an eigenstate whenever $c_1\ne c_2$, though not necessarily the lowest: other roots give the two excited singlets. The singlet space is spanned by $|\phi_1^2\rangle$, $|\phi_2^2\rangle$ and $S$; the pair equation removes the residual in the first two directions, and for $c_1\ne c_2$ the symmetry of $F$ removes it along $S$. The proviso matters: at $\theta=76.72^\circ$, where $h_{11}=0$, the upper pair root has $c_1=c_2$, $A_{12}=0$ and $E=U$, and it is not an eigenstate. For two electrons in more orbitals, with real integrals and real coefficients, the argument carries over if the pair expansion runs over all orbitals and the coefficients $c_p$ are distinct, since the pair states and the open-shell singlets again span the singlet space and (24) holds for each pair of orbitals. With complex integrals (24) is replaced by $A_{pq}=\sqrt2\,(c_p^*r-c_qr^*)$, where $r=\langle S|H\Psi\rangle$ for the open-shell singlet $S$ on orbitals $p,q$, and it is the moduli $|c_p|$ that must be distinct. With more electrons, $H\Psi$ can have further components, and this completeness argument does not apply in general.

## Computed results

```
Random complex H, 5 spin orbitals, 3 electrons:
 eigenstate: |F-F^dagger| < 1e-9 Eh: True
 eigenstate: |F-F^T| = 5.1665 Eh
 exact energy = -6.1089 Eh
 positivity-only 2-RDM minimum = -10.2117 Eh
 its |F-F^dagger| < 1e-9 Eh: True
Model: site energies -0.1, 0.1; t = 0.2; U = 0.5 Eh
A Hartree-Fock:
 theta = 38.6521 deg, c1 = 1.000000, c2 = 0.000000
 h11 = -0.217088, h22 = 0.217088, h12 = 0.053600 Eh
 <11|11> = 0.262075, <11|22> = 0.237925 Eh
 <11|12> = -0.053600, <12|22> = 0.053600 Eh
 F12 = 0.000000, F21 = 0.000000, F12-F21 = 0.000000 Eh
 E = -0.172100 Eh, |(H-E)Psi| = 0.237925 Eh
B pair CI, HF orbitals:
 theta = 38.6521 deg, c1 = 0.968751, c2 = -0.248034
 F12 = -0.025758, F21 = 0.038949, F12-F21 = -0.064707 Eh
 E = -0.233017 Eh, |(H-E)Psi| = 0.037603 Eh
C orbitals re-optimised, c fixed:
 theta = 40.3942 deg, c1 = 0.968751, c2 = -0.248034
 h11 = -0.213429, h22 = 0.213429, h12 = 0.066694 Eh
 <11|11> = 0.256406, <11|22> = 0.243594 Eh
 <11|12> = -0.039504, <12|22> = 0.039504 Eh
 F12 = 0.032051, F21 = 0.032051, F12-F21 = 0.000000 Eh
 E = -0.234993 Eh, |(H-E)Psi| = 0.008488 Eh
D orbitals and c optimised:
 theta = 40.4578 deg, c1 = 0.966495, c2 = -0.256684
 h11 = -0.213280, h22 = 0.213280, h12 = 0.067168 Eh
 <11|11> = 0.256232, <11|22> = 0.243768 Eh
 <11|12> = -0.038977, <12|22> = 0.038977 Eh
 F12 = 0.033326, F21 = 0.033326, F12-F21 = 0.000000 Eh
 E = -0.235069 Eh, |(H-E)Psi| = 0.000000 Eh
Stage B: dE/dtheta by differences = -0.129414 Eh/rad
Stage B: 2(F12-F21) = -0.129414 Eh/rad
Energy drop B to C = 0.001976 Eh
Energy drop C to D = 0.000076 Eh
Exact diagonalisation: E = -0.235069 Eh = -6.3965 eV
```
